Stieltjes form of the ac conductivity and Lanczos bounds on dc resistivity

**1. The form fixed by dimensions and symmetry**

In linear response without a magnetic field, a conductivity is a ratio n/m (density over mass) multiplied by a time. If the current decayed at a single rate γ, a field varying as e^(−iωt) would leave one possible time, 1/(γ − iω), the transform of e^(−γt). A real collision process has many rates. Detailed balance makes the collision operator symmetric, so the rates are real. The field drives the same vector, the velocity, that the current measures, so each rate enters with a squared amplitude. The expected form is therefore

σ(ω) = m0 ∫ dν(γ) / (γ − iω), ν ≥ 0, ∫ dν = 1. (1)

With z = −iω this is m0 F(z), where

F(z) = ∫ dν(γ) / (γ + z) (2)

is a Stieltjes function. The Stieltjes variable is z, not the real frequency ω. The one-sided bounds derived below therefore hold for real z ≥ 0, but not in general at real ω.

**2. Collision operator and current**

Hartree atomic units are used and the electron charge is −1. The field is homogeneous and along x, and phonons stay in equilibrium. Write the occupation as f = f0 + wφ, with

w = −∂f0/∂ε = f0(1 − f0)/T, (3)

where T is the temperature in energy units. To first order, f/(1 − f) = exp[−(ε − μ − φ)/T]. The net flow from k to k′ is

f_k(1 − f_k′)P_kk′ − f_k′(1 − f_k)P_k′k.

In equilibrium the two terms are equal for each pair; this is pairwise detailed balance. Out of equilibrium their ratio, second to first, is exp[(φ_k′ − φ_k)/T]. Expanding the exponential gives the linear collision operator C:

w_k (Cφ)_k = Σ_k′ Γ_kk′ (φ_k − φ_k′), Γ_kk′ = f0_k(1 − f0_k′)P_kk′/T = Γ_k′k. (4)

Define ⟨χ|φ⟩ = 2∫ d³k/(2π)³ w χφ for real functions, the 2 counting spin. In a volume V the integral is (1/V)Σ_k. Exchanging k and k′ in half of the sum gives

⟨χ|Cφ⟩ = (1/V) Σ_kk′ Γ_kk′ (χ_k − χ_k′)(φ_k − φ_k′). (5)

Thus C is symmetric and non-negative. A magnetic field, or skew scattering that violates pairwise balance, destroys the symmetry on which the derivations below rest.

The force is −E, so the drift term is −E ∂f0/∂k_x = +E w v_x. The kinetic equation w ∂φ/∂t + E w v_x = −w Cφ becomes

(C − iω)φ = −E v_x. (6)

The current density is −2∫ d³k/(2π)³ v_x wφ = −⟨v_x|φ⟩. The two minus signs cancel:

σ(ω) = ⟨v_x|(C − iω)⁻¹|v_x⟩. (7)

The spectral theorem for C, applied to the unit vector q₁ = v_x/√m0 with m0 = ⟨v_x|v_x⟩, turns (7) into (1). For a parabolic band, w v_x = −∂f0/∂k_x, and integration by parts gives m0 = 2∫ d³k/(2π)³ f0 ∂v_x/∂k_x = n/m.

The full operator (4) annihilates φ = const (particle number), so it has no positive floor and no inverse. Only its action on the subspace generated by q₁, Cq₁, C²q₁, … enters (7), and from here on C means C restricted to that subspace. I assume that it is bounded, a ≤ C ≤ b, at first with a = 0 allowed, and that no current is conserved, so ν has no weight at γ = 0. The dc resistivity is ρ = 1/[m0 F(0)].

**3. Continued fraction**

The Lanczos process orthonormalizes q₁, Cq₁, C²q₁, … . Since Cq_j contains no vector beyond q_{j+1}, symmetry gives ⟨q_j|Cq_k⟩ = ⟨Cq_j|q_k⟩ = 0 for j < k − 1. Hence

Cq_k = β_{k−1}q_{k−1} + α_k q_k + β_k q_{k+1}. (8)

Let T_n be the tridiagonal matrix of the first n vectors. To find F(z) = ⟨q₁|(C + z)⁻¹|q₁⟩, solve (C + z)φ = q₁ with φ = c q₁ + φ⊥. If C₁ is C restricted to the complement of q₁, the two components read

(α₁ + z)c + β₁⟨q₂|φ⊥⟩ = 1,
(C₁ + z)φ⊥ = −β₁c q₂.

Eliminating φ⊥, and noting that c = F(z), gives F = 1/[z + α₁ − β₁²t₁(z)] with t₁ = ⟨q₂|(C₁ + z)⁻¹|q₂⟩. The tail t₁ has the form of F, so the step repeats:

F(z) = 1/(z + α₁ − β₁²/(z + α₂ − … − β_n² t_n(z))). (9)

Each t_n is a Stieltjes function of unit mass. Its operator is a restriction of C and therefore also lies between a and b. Equivalently,

F(z) = [(T_n + z − β_n² t_n e_n e_nᵀ)⁻¹]₁₁, (10)

with e_n the last unit vector. For z > 0, and at z = 0 when a > 0, the matrix in brackets is positive. Raising t_n lowers this matrix and raises its inverse, so F increases with t_n as long as the matrix stays positive.

**4. Upper bounds on resistivity**

Setting t_n = 0 gives F_n. Since t_n > 0, F_n(z) < F(z) for z > 0. At z = 0 the bound also follows from a maximum principle. For any φ,

J[φ] = 2⟨φ|q₁⟩ − ⟨φ|Cφ⟩ ≤ F(0), (11)

because, when C⁻¹q₁ exists, the difference F(0) − J is ⟨η|Cη⟩ with η = φ − C⁻¹q₁. If it does not exist, the same argument for C + δ with δ > 0 gives 2⟨φ|q₁⟩ − ⟨φ|(C + δ)φ⟩ ≤ F(δ) ≤ F(0), and δ → 0 gives (11). The maximum of J over the first n Lanczos vectors is [T_n⁻¹]₁₁ = F_n(0). These spaces are nested, so

ρ_n = 1/[m0 F_n(0)] (12)

never rises with n and never lies below ρ. The first member is ρ₁ = α₁/m0: all electrons share the shift φ ∝ v_x.

Convergence needs no gap. Take φ_δ = (C + δ)⁻¹q₁ with δ > 0. Then

J[φ_δ] = ∫ dν (γ + 2δ)/(γ + δ)² ≥ ∫ dν/(γ + δ),

and the last integral rises to F(0) as δ → 0. On the bounded interval [0, b], polynomials approximate 1/(γ + δ) uniformly, so Lanczos vectors approximate φ_δ in norm. Because C is bounded, J is continuous, and F_n(0) → F(0), even if F(0) is infinite.

The speed can be poor. Inserting φ = P(C)q₁ in (11) and setting p = 1 − γP gives

F(0) − F_n(0) = min ∫ dν p²/γ, p(0) = 1, degree p ≤ n. (13)

For the gapless measure dν = 2γdγ on [0, 1], F(0) = 2 and the error is 2 min ∫p²dγ. Expand p in the orthonormal Legendre polynomials on [0, 1], whose squared values at 0 are 2k + 1. By the Cauchy–Schwarz inequality the minimum of ∫p²dγ is 1/Σ_{k=0}^{n}(2k + 1) = 1/(n + 1)², so the error is 2/(n + 1)². The convergents are 1.5 at n = 1 and 1.993 at n = 16.

**5. Lower bounds need a floor**

Now let a > 0 be a proven floor, C ≥ a. An upper bound on t_n will give an upper bound on F. Eliminate the rows of T_n − a in order; the pivots are

δ₁ = α₁ − a, δ_k = α_k − a − β_{k−1}²/δ_{k−1}. (14)

They are positive while the Lanczos process has not ended. Including the tail, positivity of C − a requires δ_n − β_n² t_n(−a) ≥ 0, or

Y ≡ t_n(−a) ≤ δ_n/β_n². (15)

To carry this from −a to z ≥ 0, set y = 1/(γ − a). Then

1/(γ + z) = y/[1 + (a + z)y],

which is increasing and concave in y. The average of a concave function does not exceed the function of the average, and the average of y is Y. With (15),

t_n(z) ≤ Y/[1 + (a + z)Y] ≤ 1/(z + a + β_n²/δ_n). (16)

Using the right side as the tail in (9) defines F_n^R(z) ≥ F(z). This is the Gauss–Radau closure. It amounts to adding to T_n one row with coupling β_n and diagonal element a + β_n²/δ_n. Call the enlarged matrix R_n. The last pivot of R_n − a is (a + β_n²/δ_n) − a − β_n²/δ_n = 0, so the lowest eigenvalue of R_n is a. In particular R_n + z is positive, as the monotonicity argument after (10) requires.

The bounds tighten with n. The matrix R_{n+1} has spectrum at or above a and shares α₁…α_n and β₁…β_n with C. The bound just proved therefore applies to it as well, giving F_{n+1}^R ≤ F_n^R. At dc,

1/[m0 F_n^R(0)] ≤ ρ ≤ 1/[m0 F_n(0)], (17)

with the left side rising and the right side falling.

The floor cannot be dispensed with. To see why, count moments. The moment ⟨q₁|C^k|q₁⟩ is a sum over closed walks of k steps on the Lanczos chain. A walk must have at least 2n steps to reach site n + 1 and return, and at least 2n + 1 to use α_{n+1} as well. Thus T_n reproduces averages of polynomials up to degree 2n − 1, and R_n up to degree 2n. Let R_n carry weight W at its eigenvalue a. For any p of degree ≤ n with p(a) = 1, ∫p²dν equals the weighted sum of p² over the eigenvalues of R_n. This sum is at least W, with equality when p vanishes at the other n eigenvalues. So

W = min ∫ dν p², p(a) = 1, degree p ≤ n, (18)

and F_n^R(0) ≥ W/a. As a → 0 at fixed n, W tends to the positive number W_n defined by p(0) = 1, and the lower resistivity bound falls to zero. Since R_n is itself a possible collision spectrum with the same coefficients, no finite set of coefficients excludes an arbitrarily small resistivity unless a floor is known. The loss becomes serious when a is comparable with or below W_n/F(0).

**6. Rate of convergence and real frequency**

Let κ = b/a and r = (√κ − 1)/(√κ + 1). Map [a, b] linearly onto [−1, 1] by x(γ), and let 𝒯_m be the Chebyshev polynomial of degree m. The ratio

Q_m(γ) = 𝒯_m(x(γ))/𝒯_m(x(0)) (19)

equals 1 at γ = 0, and |Q_m| ≤ 2r^m on [a, b], since |𝒯_m(x(0))| = (r^m + r^(−m))/2. Hence (1 − Q_m)/γ is a polynomial of degree m − 1. For m = 2n, T_n averages it without error, and what remains is the average of Q_m/γ:

F(0) − F_n(0) ≤ 2r^(2n)[F(0) + F_n(0)] ≤ 4r^(2n) F(0). (20)

For R_n take m = 2n + 1. Its eigenvalues other than a are the zeros of the degree-n orthogonal polynomial for (γ − a)dν, because R_n averages correctly up to degree 2n; they lie in [a, b]. Therefore

F_n^R(0) − F(0) ≤ 2r^(2n+1)[F(0) + F_n^R(0)]. (21)

At real ω replace x(0) by x(iω) in (19). The zeros γ_i of 𝒯_m(x(γ)) are real and |iω − γ_i| ≥ γ_i, so the denominator does not shrink. Also |1/(γ − iω)| ≤ 1/γ. With σ_n(ω) = m0 F_n(−iω),

|σ(ω) − σ_n(ω)| ≤ 4r^(2n) σ(0) (22)

for every real ω. The continued fraction converges uniformly, but not from a fixed side. The first level has Re σ₁ = m0 h(α₁) with h(γ) = γ/(γ² + ω²). If α₁ < ω, the tangent to h at α₁ rises. It lies above h up to γ = √3 ω, where h is concave, and beyond that point h falls while the tangent rises. Averaging over ν, whose mean is α₁, gives Re σ₁ ≥ Re σ. At ω = 0 the inequality is reversed.

**7. A metal with phonons and impurities**

Take a free-electron metal with one electron per cell, a constant density of states near the Fermi level, and all momenta on the Fermi sphere. Isotropic elastic impurities relax the current at rate γ_imp. Debye phonons have cutoff energy Θ and spectral coupling α²F(Ω) = λ(Ω/Θ)² for Ω < Θ. Umklapp processes and the phonon correction to the electron mass are left out.

Let x now denote (ε − μ)/T and u = x′ − x. A phonon of energy T|u| has wavevector q = q_D T|u|/Θ, which fixes the scattering angle:

cosθ(u) = 1 − ½(q_D/k_F)²(Tu/Θ)². (23)

Here q_D³ = 6π²n and k_F³ = 3π²n, so q_D/k_F = 2^(1/3). For φ = χ(x) times the cosine of the angle between k and the field, averaging over azimuth multiplies the final-state term by cosθ. The golden-rule rate into dx′ is 2πT α²F(T|u|)/|e^u − 1|, for both emission and absorption. Using half-angle forms of the Fermi functions,

f0(x)[1 − f0(x′)]/|e^u − 1| = 1/[8 cosh(x/2) cosh(x′/2) sinh(|u|/2)].

With g = χ/[2cosh(x/2)] the operator becomes

(Cg)(x) = [γ_imp + R(x)]g(x) − ∫dx′ K(u) cosθ(u) g(x′), (24)

K(u) = πλT(T/Θ)² u²/sinh(|u|/2), |u| < Θ/T,

R(x) = ∫du K(u) cosh(x/2)/cosh[(x + u)/2].

By (5) the phonon part is non-negative, so a = γ_imp is a proven floor for functions of this angular form, which contain the subspace generated from v_x. Since (φ − φ′)² ≤ 2φ² + 2φ′², b = γ_imp + 2R_max is a ceiling.

For the current vector χ is constant. The needed overlap follows from tanh(x/2 + u/2) − tanh(x/2) = sinh(u/2)/[cosh(x/2)cosh(x/2 + u/2)], whose left side integrates over x to 2u:

∫dx /[4cosh(x/2)cosh(x′/2)] = u/[2sinh(u/2)].

Multiplying by K(1 − cosθ) and integrating over both signs of u,

α₁ = γ_imp + 2πλT (q_D/k_F)²(T/Θ)⁴ ∫₀^(Θ/T) du u⁵/[4sinh²(u/2)]. (25)

The first Lanczos level is thus the sum of the impurity and Bloch–Grüneisen resistivities. Its phonon part varies as T⁵ for T ≪ Θ and as T for T ≫ Θ.

**8. Numbers**

Choose Θ = 10⁻³ Ha (316 K), T = 2×10⁻⁴ Ha (63 K), λ = 0.2, γ_imp = 10⁻⁵ Ha and k_F = 0.7 bohr⁻¹. Then m0 = k_F³/(3π²) = 0.011584. The integral in (25), done by quadrature, gives a phonon rate of 3.208×10⁻⁵ Ha, so α₁ = 4.208×10⁻⁵ Ha and ρ₁ = α₁/m0 = 3.633×10⁻³ a.u.

For the higher levels, (24) was put on a uniform grid of 961 points, −24 ≤ x ≤ 24, with the trapezoidal rule. Lanczos gives β₁ = 2.630×10⁻⁵ and α₂ = 27.03×10⁻⁵ Ha. In units of 10⁻⁵ Ha, the second upper level is

α₁ − β₁²/α₂ = 4.208 − 6.917/27.03 = 3.952,

or ρ₂ = 3.412×10⁻³ a.u. For the first lower bound, β₁²/δ₁ = 6.917/3.208 = 2.156, and

4.2084 − 6.9174/(1 + 2.1560) = 2.0166,

or 1.741×10⁻³ a.u. Further levels, in 10⁻³ a.u., are:

n = 2: 3.058 < ρ < 3.412
n = 3: 3.346 < ρ < 3.395
n = 4: 3.384 < ρ < 3.393
n = 6: 3.3919 < ρ < 3.3922

Direct solution of the linear system gives 3.392×10⁻³ a.u., or 0.0737 μΩ cm. The bounds are strict for the discretized operator; halving the grid step changes the direct result by a relative 5×10⁻⁶. They bound the resistivity of this model, not that of a particular metal.

Estimate (20) is far more cautious than the result. Here b = 9.34×10⁻⁴ Ha, κ = 93 and r = 0.81, so at n = 6 it allows an error of about 33% of F(0). The actual error is a few parts in 10⁶. The estimate uses only the proven limits a and b. The spectrum of the discretized C spans a narrower range, 3.87×10⁻⁵ to 5.10×10⁻⁴ Ha, and the estimate also ignores how ν is distributed within it.

The lower bound tolerates a poor floor once n is moderate. At n = 8, replacing a by a/100 and a/10000 changes it from 3.392 to 3.391 and 3.326. The scale W_n/F(0) falls quickly with n: it is 1.1×10⁻⁵ Ha at n = 1, about equal to a, but 2.4×10⁻⁸ Ha at n = 4. At n = 8 it is about 2×10⁻¹¹ Ha, and the node at the floor adds W/a to F(0), which for a floor of 10⁻⁹ Ha is the 2% loss seen.

The energy-independent shift overestimates ρ by 7.1% at T/Θ = 0.2, and by 1.5% at both 0.1 and 0.5. Two limits make a maximum between them plausible. At T/Θ = 0.1 impurities supply γ_imp/m0 = 0.863 of the total 1.048 (10⁻³ a.u.), and for impurities alone v_x is an eigenvector of C, so they dilute the excess. They are not needed for it to vanish as T → 0: phonons redistribute energy at a rate ∝ T³ but relax the current at a rate ∝ T⁵, which forces χ toward a constant. For T ≫ Θ, |u| < Θ/T is small, so the current relaxes at nearly the same rate at all x and the excess vanishes; at T/Θ = 0.5, where |u| reaches 2, this limit is only being approached.

At ω = 5×10⁻⁵ Ha the direct result is σ = 111.1 + 142.4i a.u. The first level gives 114.1 + 135.6i. Its real part is too large, as Section 6 requires for α₁ < ω, although at ω = 0 the same level gives too small a conductivity. At n = 4 the values agree to the digits quoted. This frequency is a quarter of T, so the semiclassical condition ω ≪ T is met only marginally; the convergence of the continued fraction does not depend on it.

All numerical values are calculated from the stated model.
